# Spin-Orbit Splitting of Sticking Bands on the Hcp Hexagonal Face

A tight-binding model of an hcp metal, with a spin-orbit coupling constant of 10 meV, has a set of four states that splits by 8.27 meV at one point of the hexagonal zone face. On the line A-L of the same face, sampled at eleven points, no set of four splits by more than \(10^{-14}\) eV, which is rounding error, even when the coupling constant is raised to 1 eV. The coupling is present in both places. The difference lies in how the mirror planes of the crystal act on spin.

### Symmetries of the face

Take an ideal, nonmagnetic hcp crystal with lattice constants \(a\) and \(c\). The origin is an inversion centre, the lattice vector \(\mathbf a_1\) lies along \(x\), and the two atoms of the cell sit at \(\pm(0,a/\sqrt3,c/4)\). The face is \(k_z=\pi/c\), and A-L is the line \(k_x=0\) in it. Three operations matter at first:

\[
P:\mathbf r\to-\mathbf r,\qquad M_z: z\to \tfrac c2-z,\qquad M_x: x\to -x. \tag{1}
\]

\(P\) exchanges the atoms. \(M_x\) leaves both in place, and \(M_z\) leaves the first in place and moves the second by one lattice period. Time reversal is \(T\), and \(\Theta=PT\). Both \(P\) and \(T\) reverse \(\mathbf k\), so \(\Theta\) preserves it. \(M_z\) turns \(k_z=\pi/c\) into \(-\pi/c\), which differs by a reciprocal lattice vector and is the same Bloch vector.

The order of \(M_z\) and \(P\) matters. Acting first with \(P\) and then with \(M_z\) gives \(z\to-z\to c/2+z\). The reverse order gives \(z\to c/2-z\to z-c/2\). The results differ by the translation \(t_c\) through \(c\):

\[
M_zP=t_c\,PM_z . \tag{2}
\]

A translation through \(c\) multiplies a Bloch state by \(e^{-ik_zc}\), which is \(-1\) on the face. Since \(T\) commutes with spatial operations,

\[
M_z\Theta=-\Theta M_z\qquad (k_z=\pi/c). \tag{3}
\]

### Sticking without spin-orbit coupling

Ignore spin for the moment and write \(m_z\) and \(\Theta_0\) for the orbital parts of \(M_z\) and \(\Theta\). Then \(m_z^2=1\) and \(\Theta_0^2=1\). Let \(\varphi_+\) be an energy eigenstate with \(m_z\varphi_+=\varphi_+\), and define \(\varphi_-=\Theta_0\varphi_+\). By (3),

\[
m_z\varphi_-=-\Theta_0m_z\varphi_+=-\varphi_- . \tag{4}
\]

The two states have the same energy and \(\mathbf k\) but opposite mirror parity, so they are orthogonal. An odd starting state has an even partner in the same way. Bands therefore stick together in pairs over the whole face, and two spin directions make each set at least fourfold.

### What survives when spin is coupled

With spin, a mirror also rotates the spin by \(\pi\) about its normal:

\[
M_z=m_z(-i\sigma_z),\qquad M_x=m_x(-i\sigma_x). \tag{5}
\]

Now \(M_z^2=(-i)^2=-1\), so its eigenvalues are \(\pm i\). Time reversal commutes with spin rotations, so (3) still holds, but \(\Theta^2=-1\). For an antiunitary operator \(\langle\Theta f|\Theta g\rangle=\langle g|f\rangle\). Setting \(f=\Theta\psi\) and \(g=\psi\) gives

\[
\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0 , \tag{6}
\]

so \(\psi\) and \(\Theta\psi\) form a doublet. If \(M_z\psi=i\psi\), then

\[
M_z\Theta\psi=-\Theta(i\psi)=-(-i)\Theta\psi=i\,\Theta\psi . \tag{7}
\]

The first minus sign comes from (3), the second from the complex conjugation in \(\Theta\). Both members of the doublet carry the same mirror eigenvalue. At a generic point of the face the symmetries that keep \(\mathbf k\) are generated by \(M_z\), \(\Theta\) and lattice translations. None of them takes a \(+i\) state to a \(-i\) state, so symmetry does not tie the energies of the two kinds of doublet together.

### The size of the splitting

Absence of a reason for degeneracy is not yet a splitting. To obtain one, take the atomic form of the coupling,

\[
H_{\rm so}=\xi\,\mathbf L\cdot\mathbf S=\frac{\xi}{2}\,\mathbf L\cdot\boldsymbol\sigma , \tag{8}
\]

where \(\mathbf L\) is the sum of the angular momenta about the atoms, in units of \(\hbar\). Let \(\xi\) be small compared with the distance to other orbital pairs, and evaluate (8) within \(\{\varphi_+,\varphi_-\}\) times spin.

As an axial vector, \(\mathbf L\) has \(L_z\) even and \(L_x,L_y\) odd under \(m_z\). Hence \(L_z\) has no element between \(\varphi_+\) and \(\varphi_-\), and \(L_x,L_y\) have no diagonal elements. Inversion preserves \(\mathbf L\) and time reversal reverses it, so \(\mathbf L\Theta_0=-\Theta_0\mathbf L\). For \(j=x,y\), with \(\varphi_+=\Theta_0\varphi_-\),

\[
\begin{aligned}
\langle\varphi_+|L_j\varphi_-\rangle
&=\langle\Theta_0\varphi_-|L_j\Theta_0\varphi_+\rangle
=-\langle\Theta_0\varphi_-|\Theta_0L_j\varphi_+\rangle\\
&=-\langle L_j\varphi_+|\varphi_-\rangle
=-\langle\varphi_+|L_j\varphi_-\rangle=0 .
\end{aligned}\tag{9}
\]

The last form uses that \(L_j\) is Hermitian. The diagonal elements of \(L_z\) obey

\[
\langle\varphi_-|L_z\varphi_-\rangle
=-\langle\Theta_0\varphi_+|\Theta_0L_z\varphi_+\rangle
=-\langle L_z\varphi_+|\varphi_+\rangle=-\ell,\qquad
\ell=\langle\varphi_+|L_z|\varphi_+\rangle . \tag{10}
\]

With Pauli matrices \(\tau\) acting on \((\varphi_+,\varphi_-)\), what remains is

\[
H_{\rm eff}=\frac{\xi}{2}\,\ell(\mathbf k)\,\tau_z\sigma_z . \tag{11}
\]

The states \(\varphi_+\!\uparrow\) and \(\varphi_-\!\downarrow\) have energy \(+\xi\ell/2\), and by (5) both have \(M_z=-i\). The other two have energy \(-\xi\ell/2\) and \(M_z=+i\). The signed splitting is

\[
D(\mathbf k)=E_{-i}-E_{+i}=\xi\,\ell(\mathbf k) \tag{12}
\]

to first order. Physically, the two sticking orbitals circulate in opposite senses about \(z\), and the coupling favours one spin direction for each.

The word "generic" carries a condition. \(D\) is a real function of two variables, and \(D=0\) is a single equation, so it may also hold on accidental curves in the face.

### The lines A-L and A-H

On A-L, \(M_x\) also preserves \(\mathbf k\). Its spatial part commutes with that of \(M_z\), because one acts on \(x\) and the other on \(z\), with no leftover translation. The spin parts anticommute, so

\[
M_xM_z=-M_zM_x . \tag{13}
\]

For \(M_z\psi=i\psi\) this gives

\[
M_z(M_x\psi)=-M_x(i\psi)=-i\,M_x\psi . \tag{14}
\]

\(M_x\psi\) has the energy of \(\psi\) but the other mirror eigenvalue. With (7), the states \(\psi,\Theta\psi\) at \(+i\) and \(M_x\psi,\Theta M_x\psi\) at \(-i\) are four orthogonal states of one energy. No expansion in \(\xi\) was made, so at least fourfold degeneracy holds on A-L to all orders in the coupling. The threefold rotation carries the result to the equivalent lines.

A-H, the line \(k_y=0\), looks similar but has a glide in place of the mirror, \(G_y:(x,y,z)\to(x,-y,z+c/2)\). Acting first with \(M_z\) and then with \(G_y\) gives \(z\to c-z\), and the other order gives \(z\to-z\). The translation \(t_c\) contributes \(-1\), the spin parts contribute another \(-1\), and

\[
G_yM_z=(-1)(-1)M_zG_y=M_zG_y . \tag{15}
\]

The glide therefore leaves the mirror eigenvalue alone. Nor does it enlarge a doublet. Its square is \(t_c\) times the spin factor \(-1\), which is \(+1\), so its eigenvalues are \(\pm1\). As in (2), \(G_yP=t_cPG_y\), so \(G_y\) anticommutes with \(\Theta\), and one doublet already contains both signs. Between A and H the protected degeneracy is twofold.

### How the splitting opens

The orbital mirror \(m_x\) commutes with \(m_z\), reverses \(L_z\), and takes \((k_x,k_y)\) to \((-k_x,k_y)\). Where \(\varphi_+\) is the one even state at its energy, it follows that

\[
\ell(-k_x,k_y)=-\ell(k_x,k_y) . \tag{16}
\]

The splitting vanishes on A-L and in general grows linearly with distance from it. For the lowest band of the example, at the midpoint of A-L, the slope is 0.537 meV nm. At \(k_x=0.01\ \mathrm{nm^{-1}}\) the splitting is thus about 0.005 meV.

Near A three such lines meet. Suppose \(\varphi_+\) is nondegenerate among the even states at A, so that \(\ell\) has a power series there. Time reversal commutes with \(m_z\) and reverses both \(L_z\) and the in-plane wave vector, so \(\ell\) is odd in \((k_x,k_y)\). It is also unchanged by the threefold rotation. Write \(k_x+ik_y=\kappa=ke^{i\phi}\). A term \(\kappa^m\kappa^{*n}\) survives the rotation if \(m-n\) is a multiple of 3, and oddness requires \(m+n\) odd. The lowest terms are \(\kappa^3\) and \(\kappa^{*3}\), or \(k^3\cos3\phi\) and \(k^3\sin3\phi\). Reflection \(\phi\to\pi-\phi\) reverses the first and preserves the second, so (16) leaves

\[
\ell\simeq\beta k^3\cos3\phi=\beta k_x(k_x^2-3k_y^2) . \tag{17}
\]

For the lowest band, doubling \(k\) from \(0.02/a\) to \(0.04/a\) at \(\phi=0\) multiplies \(\ell\) by 8.009, against 8 from (17). Turning from \(\phi=0\) to \(20^\circ\) at \(k=0.02/a\) multiplies it by 0.500, which is \(\cos60^\circ\).

### Numbers for a scandium-like model

Scandium is a nonmagnetic hcp metal, and the example uses rough values in its regime: \(a=0.331\) nm, \(c=0.527\) nm, \(\xi=10\) meV on the d orbitals. Each atom has one s orbital at 2 eV and five d orbitals at 0 eV. Two-centre hoppings reach the twelve neighbours within 0.40 nm. At distance \(a\) they are \(-0.7\) eV (ss), \(-0.6\) eV (sd), and \(-0.6,\,0.4,\,-0.1\) eV (dd\(\sigma\), dd\(\pi\), dd\(\delta\)). They fall with distance as the powers 2, 3.5 and 5. The 24 spin states form six sets of four on the face.

At the generic point \((k_x,k_y)=(6.04,1.51)\ \mathrm{nm^{-1}}\), the fourth set lies at 0.672 eV and has \(\ell=-0.832\). Equation (12) gives

\[
D\simeq 10\ \mathrm{meV}\times(-0.832)=-8.32\ \mathrm{meV}, \tag{18}
\]

while diagonalization gives \(-8.27\) meV. For all six sets the two values differ by less than 2% of the exact splitting. The smallest splitting is 0.76 meV, so each set is split. The cancellation in (9) is between atoms: the part of \(\langle\varphi_+|L_{x,y}|\varphi_-\rangle\) on one atom reaches 0.45, and the sum over both vanishes. At the midpoint of A-H the splittings run from 1.46 to 10.6 meV in magnitude, in accord with (15).

### Leaving the face

Let \(q=k_z-\pi/c\). The mirror relates \(H(q)\) to \(H(-q)\), so the term linear in \(q\) is odd under \(m_z\) and connects \(\varphi_+\) with \(\varphi_-\). A choice of phase makes its element real, and it is called \(\hbar v_zq\). To leading order in \(q\) and \(\xi\),

\[
H_{\rm eff}=\hbar v_zq\,\tau_x+\frac{\xi\ell}{2}\tau_z\sigma_z,\qquad
H_{\rm eff}^2=(\hbar v_zq)^2+\Big(\frac{\xi\ell}{2}\Big)^2 , \tag{19}
\]

where the cross terms vanish because \(\tau_x\) and \(\tau_z\) anticommute. The doublets are separated by

\[
\Delta E=\sqrt{(2\hbar v_zq)^2+(\xi\ell)^2} . \tag{20}
\]

Without coupling, two bands cross the face with opposite slopes. With it they avoid each other by \(E_g=|\xi\ell|\). For the fourth set \(\hbar v_z=0.219\) eV nm, so the two terms in (20) are equal at \(q=0.00827/(2\times0.219)=0.019\ \mathrm{nm^{-1}}\), about 0.3% of \(\pi/c\).

A magnetic field can carry electrons across so narrow a gap. Let \(B\) lie in the plane, perpendicular to the in-plane velocity \(v_\parallel\) shared by both bands. Then \(\hbar\dot q=ev_\parallel B\) in magnitude, and the uncoupled levels separate at the rate \(\alpha=2\hbar v_z\dot q=2ev_zv_\parallel B\). The amplitude \(u\) on the initial uncoupled level follows a two-level Hamiltonian with diagonal \(\pm\alpha t/2\) and off-diagonal \(E_g/2\). For large \(|t|\) its energy is \(\alpha t/2+E_g^2/(4\alpha t)\), and integrating over time gives

\[
u\propto e^{-i\alpha t^2/4\hbar}\,t^{-i\nu},\qquad \nu=\frac{E_g^2}{4\hbar\alpha} . \tag{21}
\]

Continue this from negative to positive \(t\) along a large semicircle in the upper half-plane, where \(t=|t|e^{i\theta}\) and \(\theta\) falls from \(\pi\) to 0. Because the other level starts empty, \(u\) contains none of the second solution, which varies as \(e^{+i\alpha t^2/4\hbar}\) and grows on the first half of the path, where the exponential in (21) decays. On the second half the exponential in (21) is the growing one, and a small admixture of the other solution does not change its coefficient. Since \(|t^{-i\nu}|=e^{\nu\theta}\), the amplitude shrinks by \(e^{-\pi\nu}\). The probability of crossing the gap is

\[
\mathcal P=e^{-2\pi\nu}=e^{-B_0/B},\qquad B_0=\frac{\pi E_g^2}{4\hbar e\,v_zv_\parallel} . \tag{22}
\]

Direct integration from \(t=-40\) to 40 with \(\hbar=\alpha=1\) and \(E_g=0.8\) gives 0.3659, as does (22). For the fourth set \(v_z=3.32\times10^5\) m/s and \(v_\parallel=2.41\times10^5\) m/s, so

\[
B_0=\frac{\pi(8.27\times10^{-3}\,\mathrm{V})^2\,e}{4\hbar(3.32\times10^5)(2.41\times10^5)\,\mathrm{m^2\,s^{-2}}}\approx1.0\ \mathrm{T}. \tag{23}
\]

In a field well above 1 T with this orientation, an electron crossing the face at this point would mostly move as if the bands still stuck together. \(B_0\) changes strongly over the face: for this set half of the face has it below about 0.2 T, while about 8% has it above 3 T, and it becomes very large where \(v_zv_\parallel\) is small. The set serves only as an illustration of (22). With three valence electrons per atom, as in scandium, the Fermi level of the model lies near \(-1.14\) eV, and the fourth set is empty. Among states sampled on the face within 0.05 eV of that level, half have \(B_0\) below about 0.12 T, and the largest value found lies between about 0.28 and 0.35 T, depending on the sampling mesh.

### Strain and the real metal

A shear strain \(e_{xy}\) breaks \(M_x\) but keeps \(M_z\) and \(P\). The function \(D\) changes sign across A-L, and a small perturbation cannot remove a sign change, so the crossing shifts instead of opening. With a shear strain \(e_{xy}=0.001\) that all atoms follow uniformly, the largest splitting among the six sets at the midpoint of the old line is 0.12 meV. The crossing of the lowest band moves to \(k_x=0.007\ \mathrm{nm^{-1}}\), in coordinates that deform with the lattice. In a real crystal the two sublattices can also shift against each other, which still keeps \(M_z\) and \(P\). A shift estimated from equal springs between nearest neighbours of the two sublattices raises the splitting to about 0.14 meV and moves the crossing about 60% further.

The splittings themselves depend on the model. With the wave vector and all other parameters fixed, adding p orbitals lowers the largest splitting among the six lowest sets from 8.27 to 5.95 meV, and that of the lowest set from 0.76 to 0.16 meV. Extending the hopping range to 0.48 and then 0.60 nm gives 9.35 and 8.26 meV for the largest, but 1.28 and 1.10 meV for the lowest. The magnitudes are therefore a guide to the meV scale in a metal like scandium, not values for it. In each variant the sets at the midpoint of A-L stayed degenerate within \(10^{-9}\) eV.

In a conductor at 300 K the levels are also broad. For states near the Fermi level, the high-temperature estimate \(2\pi\lambda k_BT\), with a rough electron-phonon constant \(\lambda=0.5\), gives 81 meV. This is far more than splittings of a few meV, so resolving them calls for low temperature and a clean crystal. A magnetic field breaks time reversal, but its effect on the doublets of the face depends on its direction. At 1 T along \(z\), the spin term alone splits each doublet by about 0.12 meV. The orbital moment adds a part from circulation about the atoms and a part from motion between them. With both included, the two doublets of the fourth set at the generic point split by about 0.10 and 0.34 meV in the model. An in-plane field does not split an isolated doublet to first order, because its Zeeman term is odd under \(M_z\) and both members of a doublet have the same mirror eigenvalue. On A-L, where the two doublets coincide, it does couple them, and its spin and atomic orbital terms widen each set of four linearly, by about 0.12 meV at 1 T. Among hcp metals considered for interconnects, ruthenium is nonmagnetic and meets the symmetry conditions. Ferromagnetic hcp cobalt does not, because \(\Theta\) is lost. The remaining values are in the numerical output.

## Numbers as computed

```
Rough Sc-like inputs: a = 0.331 nm, c = 0.527 nm, xi = 10 meV
On-site energies s, p, d: 2.0, 7.0, 0.0 eV
Hopping ss at distance a: -0.7 eV, decay power 2.0
Hopping sp at distance a: 0.8 eV, decay power 2.0
Hopping pps at distance a: 1.2 eV, decay power 2.0
Hopping ppp at distance a: -0.2 eV, decay power 2.0
Hopping sd at distance a: -0.6 eV, decay power 3.5
Hopping pds at distance a: -0.7 eV, decay power 3.5
Hopping pdp at distance a: 0.3 eV, decay power 3.5
Hopping dds at distance a: -0.6 eV, decay power 5.0
Hopping ddp at distance a: 0.4 eV, decay power 5.0
Hopping ddd at distance a: -0.1 eV, decay power 5.0
Generic face point kx, ky: 6.042, 1.511 1/nm
Face height kz = pi/c: 5.961 1/nm
Midpoint of A-L, ky: 5.480 1/nm
Midpoint of A-H, kx: 6.327 1/nm
Largest quartet width, generic, no coupling: 3.6e-15 eV
Largest quartet width on A-L, xi up to 1 eV: 9.8e-15 eV
Generic point: band, energy (eV), l, xi*l (meV), exact splitting (meV)
  1   -2.3685   -0.0760   -0.7603   -0.7578
  2   -1.1872    0.3197    3.1969    3.1978
  3   -0.1511    0.2160    2.1598    2.1271
  4    0.6722   -0.8322   -8.3222   -8.2686
  5    1.5764    0.1855    1.8550    1.8261
  6    2.6675    0.1871    1.8708    1.8754
A-H midpoint splittings (meV): -1.4590 10.6256 -4.3224 -9.0723 1.8988 2.3293
Largest one-site part of <phi+|Lx,y|phi->: 0.4478 (sum is zero)
Lowest band, opening slope across A-L: 0.53688 meV nm
Near A: l ratio for doubled k: 8.0086; 20 deg to 0 deg: 0.5000
Most split band: number 4, gap 8.2686 meV
Its hbar*v_z, hbar*v_par: 0.2188, 0.1587 eV nm
Its v_z, v_par: 3.325e+05, 2.410e+05 m/s
Tunnelling test: integrated 0.36592, law 0.36593
Breakdown field B0: 1.018 T
Neglected terms: lowest-band and largest splitting of six lowest (meV)
  range 0.40 nm, s-d: 0.7578, 8.2686; shift of largest +0.0000
  range 0.48 nm, s-d: 1.2761, 9.3463; shift of largest +1.0777
  range 0.60 nm, s-d: 1.0953, 8.2619; shift of largest -0.0068
  range 0.40 nm, s-p-d: 0.1625, 5.9488; shift of largest -2.3198
Shear strain exy = 0.001: largest splitting on old A-L 0.11787 meV
Shear: lowest-band crossing moves to kx = 0.00718 1/nm
kB*T at 300 K and 4 K: 25.85, 0.345 meV
Rough phonon width 2*pi*lambda*kB*T, lambda = 0.5, 300 K: 81.2 meV
Temperature where that width equals the largest gap: 30.5 K
Zeeman splitting 2*mu_B*B at 1 T: 0.1158 meV
```
